# Sign and divergence of relativistic local exchange at a point nucleus: test program

```python
# Result under test: the local exchange potential of the relativistic electron gas,
#   v_x = -(k/pi) Psi(b),  Psi = 1.5*arcsinh(b)/(b*sqrt(1+b^2)) - 0.5,  b = k/c,
# changes sign at a universal density and, at a point nucleus, diverges upward as
# r^((2*gamma-2)/3), gamma = sqrt(1-(Z/c)^2); its longitudinal (Coulomb) part stays
# negative. k = (3 pi^2 n)^(1/3) is the Fermi wave number, n the electron density.
# Atomic units (hartree, bohr), c = 1/alpha. Gas integrals use hbar = m = c = 1.
import numpy as np
from scipy import constants
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import gamma as gamma_function

c = 1.0 / constants.fine_structure
bohr_fm = constants.physical_constants["Bohr radius"][0] * 1e15
Z = 80
gam = np.sqrt(1 - (Z / c) ** 2)


def psi_total(b):
    return 1.5 * np.arcsinh(b) / (b * np.sqrt(1 + b * b)) - 0.5


def psi_longitudinal(b):
    e = np.sqrt(1 + b * b)

    def integrand(x):
        ep = np.sqrt(1 + (b * x) ** 2)
        return (x * (e + ep) ** 2 / (4 * e * ep) * np.log((1 + x) / (1 - x))
                - x * x * b * b / (2 * e * ep))
    return quad(integrand, 0, 1, limit=300)[0]


# ---- spin sums from explicit Dirac matrices, in two gauges ----
pauli = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
alphas = [np.kron(pauli[0], s) for s in pauli]
beta_matrix = np.kron(pauli[2], np.eye(2))


def projector(p):
    e = np.sqrt(1 + p @ p)
    h = sum(p[i] * alphas[i] for i in range(3)) + beta_matrix
    return (np.eye(4) + h / e) / 2, e


rng = np.random.default_rng(3)
for _ in range(20):
    p1, p2 = rng.normal(size=3) * 2, rng.normal(size=3) * 2
    (L1, e1), (L2, e2) = projector(p1), projector(p2)
    qv = p1 - p2
    q2, w2 = qv @ qv, (e1 - e2) ** 2
    charge = np.trace(L1 @ L2).real
    current = np.array([[np.trace(L1 @ a @ L2 @ d).real for d in alphas]
                        for a in alphas])
    feynman = (charge - np.trace(current)) / (q2 - w2)
    transverse = -np.sum((np.eye(3) - np.outer(qv, qv) / q2) * current) / (q2 - w2)
    K = e1 * e2 - p1 @ p2
    assert np.isclose(charge, 1 + (1 + p1 @ p2) / (e1 * e2), rtol=1e-9)
    assert np.isclose(feynman, (1 / (K - 1) - 1) / (e1 * e2), rtol=1e-7, atol=1e-10)
    assert np.isclose(feynman, charge / q2 + transverse, rtol=1e-7, atol=1e-10)

# ---- Fermi-surface integral of the kernels by two-dimensional quadrature ----
gl_x, gl_w = np.polynomial.legendre.leggauss(120)
gl_x, gl_w = (gl_x + 1) / 2, gl_w / 2


def surface_integral(b, longitudinal):
    s = gl_x[:, None]
    gap = b * s ** 3                      # k - k'
    kp = b - gap
    span = np.log((b + kp) / gap)
    q = gap * np.exp(span * gl_x[None, :])  # momentum transfer, log spaced
    e, ep = np.sqrt(1 + b * b), np.sqrt(1 + kp * kp)
    dot = (b * b + kp * kp - q * q) / 2
    if longitudinal:
        kernel = (1 + (1 + dot) / (e * ep)) / q ** 2
    else:
        omega = gap * (b + kp) / (e + ep)
        kernel = (4 - 2 * (e * ep - dot)) / (e * ep) / (q ** 2 - omega ** 2)
    inner = np.sum(gl_w[None, :] * q ** 2 * kernel, axis=1) * span[:, 0]
    return np.sum(gl_w * 3 * b * gl_x ** 2 * kp[:, 0] * inner) / (2 * b * b)


for b in (0.3, 1.0, 2.0, 5.0):
    assert abs(surface_integral(b, False) - psi_total(b)) < 1e-5
    assert abs(surface_integral(b, True) - psi_longitudinal(b)) < 1e-5
    # energy ratio to the nonrelativistic gas, built up shell by shell
    ax, aw = np.polynomial.legendre.leggauss(16)
    ax, aw = (ax + 1) / 2, aw / 2
    ratio = 4 * sum(w * a ** 3 * surface_integral(a * b, False) for a, w in zip(ax, aw))
    closed = 1 - 1.5 * ((b * np.sqrt(1 + b * b) - np.arcsinh(b)) / b ** 2) ** 2
    assert abs(ratio - closed) < 1e-5

limit_L = (1 + 2 * np.log(2)) / 3
scan = [psi_longitudinal(b) for b in np.logspace(-2, 3, 41)]
assert min(scan) > 0
assert abs(psi_longitudinal(1e3) - limit_L) < 1e-3

u_c = brentq(lambda u: np.sinh(2 * u) - 6 * u, 0.5, 3)
b_c = np.sinh(u_c)
assert abs(surface_integral(b_c, False)) < 1e-5
k_c = b_c * c
n_c = k_c ** 3 / (3 * np.pi ** 2)

# ---- radial Dirac equation: P on nodes, Q on half nodes of a log grid ----
shells = {-1: 6, 1: 4, -2: 4, 2: 3, -3: 3, 3: 1, -4: 1}   # kappa: filled shells
assert sum(2 * abs(k) * m for k, m in shells.items()) == Z


def make_grid(points):
    x = np.linspace(np.log(1e-7), np.log(40.0), points)
    h = x[1] - x[0]
    return x, h, np.exp(x), np.exp(x + h / 2)


def nuclear(r, radius):
    if radius == 0:
        return -Z / r
    return np.where(r < radius, -Z * (3 - (r / radius) ** 2) / (2 * radius), -Z / r)


def dirac_states(kappa, v_node, v_half, h, r, rh):
    diag = np.empty(2 * r.size)
    diag[0::2], diag[1::2] = v_node, v_half - 2 * c * c
    off = np.empty(2 * r.size - 1)
    off[0::2] = c * (-1 / h + kappa / 2) / np.sqrt(r * rh)
    off[1::2] = c * (1 / h + kappa / 2) / np.sqrt(rh[:-1] * r[1:])
    return eigh_tridiagonal(diag, off, select="v", select_range=(-6000.0, 0.05))


def solve_atom(points, radius=0.0, factor=psi_total, screening=None):
    x, h, r, rh = make_grid(points)
    if screening is None:
        t = r * Z ** (1 / 3) / 0.8853
        screening = (Z - np.maximum(1.0, Z / (1 + 0.6 * t) ** 2)) / r
    for _ in range(100):
        s_half = np.append((screening[1:] + screening[:-1]) / 2, screening[-1])
        parts, levels = {}, {}
        for kappa, count in shells.items():
            en, vec = dirac_states(kappa, nuclear(r, radius) + screening,
                                   nuclear(rh, radius) + s_half, h, r, rh)
            assert en.size >= count
            for j in range(count):
                P = vec[0::2, j] / np.sqrt(r * h)
                Q = vec[1::2, j] / np.sqrt(rh * h)
                Qn = np.append(Q[0], (Q[1:] + Q[:-1]) / 2)
                parts[kappa, j] = 2 * abs(kappa) * (P**2 + Qn**2) / (4*np.pi*r**2)
                levels[kappa, j] = en[j]
        n = sum(parts.values()) + 1e-40
        rho = 4 * np.pi * r ** 2 * n
        inside = cumulative_trapezoid(rho * r, x, initial=0)
        outer = cumulative_trapezoid(rho, x, initial=0)
        k = (3 * np.pi ** 2 * n) ** (1 / 3)
        new = inside / r + outer[-1] - outer - k / np.pi * factor(k / c)
        change = np.max(np.abs(r * (new - screening)))
        if change < 5e-4:
            break
        screening = screening + 0.3 * (new - screening)
    assert change < 5e-4, change
    assert abs(inside[-1] - Z) < 0.02
    return dict(r=r, n=n, parts=parts, levels=levels, screening=screening,
                charge=inside[-1])


def at_radius(atom, radius, values=None):
    values = atom["n"] if values is None else values
    return np.exp(np.interp(np.log(radius), np.log(atom["r"]), np.log(values)))


def crossing(atom):
    m = (atom["r"] > 2e-4) & (atom["r"] < 0.1)
    return np.exp(np.interp(-np.log(n_c), -np.log(atom["n"][m]), np.log(atom["r"][m])))


# grid solver against the Dirac formula for one electron and a point charge
N = 1980
x, h, r, rh = make_grid(N)
worst = 0.0
for kappa, first in ((-1, 1), (1, 2)):
    en, _ = dirac_states(kappa, -Z / r, -Z / rh, h, r, rh)
    for j in range(3):
        nr = first + j - 1
        exact = c * c * (1 / np.sqrt(1 + (Z / c / (nr + gam)) ** 2) - 1)
        worst = max(worst, abs(en[j] / exact - 1))
assert worst < 1e-3, worst

atom = solve_atom(N)
coarse = solve_atom(N // 2)
R_nuc = 7.0 / bohr_fm
sphere = solve_atom(N, radius=R_nuc, screening=atom["screening"])
nonrel_x = solve_atom(N, factor=lambda b: 1.0, screening=atom["screening"])
r_c = crossing(atom)
r_coarse, r_sphere, r_nonrel = crossing(coarse), crossing(sphere), crossing(nonrel_x)
assert abs(r_coarse / r_c - 1) < 5e-3
assert abs(r_sphere / r_c - 1) < 0.05
assert abs(r_nonrel / r_c - 1) < 0.05


def v_exchange(n, factor=psi_total):
    k = (3 * np.pi ** 2 * n) ** (1 / 3)
    return -k / np.pi * factor(k / c)


region = (atom["r"] > 1e-6) & (atom["r"] < 20)
signs = np.sign(v_exchange(atom["n"][region]))
assert signs[0] > 0 and np.count_nonzero(np.diff(signs)) == 1

# density exponent near the nucleus, from the self-consistent atom
slope_n = np.log(at_radius(atom, 2e-5) / at_radius(atom, 1e-5)) / np.log(2)
assert abs(slope_n - (2 * gam - 2)) < 8e-3, slope_n
slope_sphere = np.log(at_radius(sphere, 2e-5) / at_radius(sphere, 1e-5)) / np.log(2)
assert abs(slope_sphere) < 0.05

# local exponent of v_x with the point-nucleus density law continued inward
amplitude = at_radius(atom, 1e-5) * 1e-5 ** (2 - 2 * gam)


def local_exponent(radius):
    lo, hi = (v_exchange(amplitude * (radius * f) ** (2 * gam - 2)) for f in (0.99, 1.01))
    return np.log(hi / lo) / np.log(1.01 / 0.99)


target = (2 * gam - 2) / 3
assert abs(local_exponent(1e-60) - target) < 1e-5

# bare 1s pair alone
norm_1s = 2 * (2 * Z) ** (2 * gam + 1) / (4 * np.pi * gamma_function(2 * gam + 1))
r_1s = brentq(lambda s: np.log(norm_1s / n_c) + (2*gam - 2)*np.log(s) - 2*Z*s, 1e-7, 0.05)

print(f"speed of light c = {c:.4f} a.u.; Z = {Z}; Z*alpha = {Z / c:.5f}")
print(f"gamma = {gam:.5f}; density exponent 2gamma-2 = {2 * gam - 2:.5f}")
print(f"limiting exponent of v_x (2gamma-2)/3 = {target:.5f}")
print(f"root of sinh(2u)=6u: u = {u_c:.5f}; b_c = {b_c:.5f}")
print(f"critical Fermi wave number = {k_c:.3f} bohr^-1")
print(f"critical density = {n_c:.5e} bohr^-3")
print(f"Psi_L at b_c = {psi_longitudinal(b_c):.5f}; limit (1+2ln2)/3 = {limit_L:.5f}")
print(f"smallest Psi_L in scan b=0.01..1000: {min(scan):.5f}")
print(f"worst relative error of one-electron levels on grid: {worst:.1e}")
print(f"Hg 1s level = {atom['levels'][-1, 0]:.1f} hartree")
print(f"Hg 6s level = {atom['levels'][-1, 5]:.3f} hartree")
print(f"integrated number of electrons = {atom['charge']:.4f}")
print(f"density exponent found between 1e-5 and 2e-5 bohr = {slope_n:.4f}")
print(f"SIGN CHANGE radius, point nucleus = {r_c:.3e} bohr = {r_c * bohr_fm:.1f} fm")
print(f"  same, coarser grid = {r_coarse:.3e} bohr")
print(f"  same, 7 fm uniform nucleus = {r_sphere:.3e} bohr")
print(f"  same, density from nonrelativistic exchange = {r_nonrel:.3e} bohr")
print(f"  bare 1s pair alone = {r_1s:.3e} bohr")
print(f"7 fm nuclear radius = {R_nuc:.3e} bohr; r_c/R = {r_c / R_nuc:.1f}")
total_c = at_radius(atom, r_c)
share_1s = at_radius(atom, r_c, atom["parts"][-1, 0]) / total_c
share_s = sum(at_radius(atom, r_c, atom["parts"][-1, j]) for j in range(6)) / total_c
share_p = sum(at_radius(atom, r_c, atom["parts"][1, j]) for j in range(4)) / total_c
print(f"density shares at r_c: 1s {share_1s:.4f}, all s {share_s:.4f}, p1/2 {share_p:.4f}")
inside_r = r_c * Z
print(f"Z*r_c = {inside_r:.4f} (radius in units of bohr/Z)")
print("r (bohr) | n (bohr^-3) | b | v_x (hartree) | v_L (hartree)")
for radius in (1e-5, 1e-4, 1e-3, r_c, 1e-2, 1e-1):
    n = at_radius(atom, radius)
    b = (3 * np.pi ** 2 * n) ** (1 / 3) / c
    v_L = v_exchange(n, psi_longitudinal)
    assert v_L < 0
    print(f"{radius:.3e} | {n:.4e} | {b:.4f} | {v_exchange(n):+.3f} | {v_L:+.3f}")
n0 = at_radius(sphere, 1e-5)
assert v_exchange(n0) > 0
print(f"7 fm nucleus, r=1e-5 bohr: n = {n0:.4e} bohr^-3, v_x = {v_exchange(n0):+.3f} hartree")
print(f"7 fm nucleus, density exponent there = {slope_sphere:.4f}")
for radius in (1e-5, 1e-10, 1e-20, 1e-60):
    print(f"local exponent of v_x, continued law, r={radius:.0e} bohr: "
          f"{local_exponent(radius):.5f}")
print("checks complete")
```

It prints:

```
speed of light c = 137.0360 a.u.; Z = 80; Z*alpha = 0.58379
gamma = 0.81191; density exponent 2gamma-2 = -0.37619
limiting exponent of v_x (2gamma-2)/3 = -0.12540
root of sinh(2u)=6u: u = 1.41922; b_c = 1.94600
critical Fermi wave number = 266.672 bohr^-1
critical density = 6.40492e+05 bohr^-3
Psi_L at b_c = 0.84841; limit (1+2ln2)/3 = 0.79543
smallest Psi_L in scan b=0.01..1000: 0.79543
worst relative error of one-electron levels on grid: 6.0e-05
Hg 1s level = -3029.8 hartree
Hg 6s level = -0.221 hartree
integrated number of electrons = 80.0000
density exponent found between 1e-5 and 2e-5 bohr = -0.3783
SIGN CHANGE radius, point nucleus = 1.756e-03 bohr = 92.9 fm
  same, coarser grid = 1.756e-03 bohr
  same, 7 fm uniform nucleus = 1.744e-03 bohr
  same, density from nonrelativistic exchange = 1.783e-03 bohr
  bare 1s pair alone = 1.356e-03 bohr
7 fm nuclear radius = 1.323e-04 bohr; r_c/R = 13.3
density shares at r_c: 1s 0.8272, all s 0.9847, p1/2 0.0150
Z*r_c = 0.1404 (radius in units of bohr/Z)
r (bohr) | n (bohr^-3) | b | v_x (hartree) | v_L (hartree)
1.000e-05 | 5.9208e+06 | 4.0841 | +56.165 | -144.496
1.000e-04 | 2.4549e+06 | 3.0454 | +29.011 | -109.146
1.000e-03 | 8.9354e+05 | 2.1744 | +5.897 | -79.713
1.756e-03 | 6.4049e+05 | 1.9460 | +0.000 | -72.017
1.000e-02 | 9.1603e+04 | 1.0177 | -18.794 | -40.317
1.000e-01 | 9.5048e+02 | 0.2220 | -9.223 | -9.606
7 fm nucleus, r=1e-5 bohr: n = 2.2814e+06 bohr^-3, v_x = +27.060 hartree
7 fm nucleus, density exponent there = -0.0045
local exponent of v_x, continued law, r=1e-05 bohr: -0.23445
local exponent of v_x, continued law, r=1e-10 bohr: -0.13330
local exponent of v_x, continued law, r=1e-20 bohr: -0.12544
local exponent of v_x, continued law, r=1e-60 bohr: -0.12540
checks complete
```
